# Langmuir–McLean grain-boundary segregation and its dependence on concentration and energy

In the Langmuir–McLean model of a substitutional alloy of solvent A and solute B, the fraction $x_g$ of grain-boundary sites occupied by B at equilibrium is fixed by the fraction $x_b$ of solute in the grain interior:

$$\frac{x_g}{1-x_g}=K\,\frac{x_b}{1-x_b},\qquad K=e^{-\Delta F/kT},\qquad \Delta F=\Delta E-T\Delta S. \tag{1}$$

Here $\Delta E$ is the segregation energy: the change in energy when a B atom in the bulk and an A atom in the boundary exchange places. With this sign convention a negative $\Delta E$ favours segregation. $\Delta S$ is the entropy change of the same exchange, apart from the entropy of arranging atoms over sites, which the derivation counts separately. Energies are given in electronvolts and temperatures in kelvin.

The model behind (1) has $N_b$ equivalent bulk sites and $N_g$ boundary sites, each holding one atom, with no vacancies. The number $n$ of solute atoms is fixed, and atoms have had time to reach equilibrium. An atom's energy depends on its species and its site, but not on the species of its neighbours. Let $q_{X,s}$ be the Boltzmann factor of an atom of species $X$ on site $s$, summed over its internal states. The statistical weight of a configuration is then the product of one such factor per site.

Take a configuration with A on boundary site $i$ and B on bulk site $j$, and exchange these two atoms. All other factors are untouched, so the weight is multiplied by

$$K_i=\frac{q_{B,i}\,q_{A,b}}{q_{A,i}\,q_{B,b}},$$

where $b$ denotes any bulk site. The exchange pairs each configuration of the type $(A_i,B_j)$ with one configuration of the type $(B_i,A_j)$, and none is left over. Summing the weights over all arrangements of the other atoms gives

$$P(B_i,A_j)=K_i\,P(A_i,B_j). \tag{2}$$

This holds for a system of any size. It also shows which energy matters. If $q=g\,e^{-\varepsilon/kT}$, with $g$ the number of internal states, then $K_i=e^{-\Delta E_i/kT+\Delta S_i/k}$ with

$$\Delta E_i=\varepsilon_{B,i}+\varepsilon_{A,b}-\varepsilon_{A,i}-\varepsilon_{B,b},\qquad
\Delta S_i=k\ln\frac{g_{B,i}\,g_{A,b}}{g_{A,i}\,g_{B,b}} .$$

The energy of a solute atom in the boundary does not by itself decide anything; the displaced solvent atom counts equally. Independent harmonic vibration of each atom about its site also fits this form in the classical regime $\hbar\omega\ll kT$. Each $q$ then acquires a factor $(kT)^3/(\hbar^3\omega_1\omega_2\omega_3)$, the powers of $T$ cancel in $K_i$, and the frequencies leave a temperature-independent $\Delta S_i$. A constant $\Delta S$ is assumed below.

To pass from pairs to occupancies, let $s_i=1$ if site $i$ holds B and $s_i=0$ if it holds A, and let $n_b$ be the number of B atoms in the bulk. Since $P(B_i,A_j)=\langle s_i(1-s_j)\rangle$, summing (2) over all bulk sites $j$ gives

$$\langle s_i\,(N_b-n_b)\rangle=K_i\,\langle(1-s_i)\,n_b\rangle .$$

The boundary can hold between zero and $N_g$ solute atoms, so $n_b$ lies between $n-N_g$ and $n$. If $N_g$ is much smaller than the numbers of both A and B atoms in the bulk, the relative changes of $n_b$ and of $N_b-n_b$ are negligible. They can be taken out of the averages as $N_bx_b$ and $N_b(1-x_b)$. Writing $x_i=\langle s_i\rangle$ and dividing by $N_b$,

$$x_i(1-x_b)=K_i(1-x_i)\,x_b .$$

For equivalent boundary sites this is (1). The factor $1-x_i$ expresses site exclusion: a solute can enter only where a solvent atom is present to leave.

Solving for the occupancy, $x_g(1-x_b)=Kx_b-Kx_bx_g$, so

$$x_g=\frac{Kx_b}{1-x_b+Kx_b}. \tag{3}$$

When $x_b\ll1$ and $Kx_b\ll1$, the denominator is close to one and $x_g\approx Kx_b$. Boundary sites then fill in proportion to the bulk concentration. The error of this dilute form follows from (3). The ratio of estimate to result is $Kx_b/x_g=1-x_b+Kx_b$, while $1-x_g=(1-x_b)/(1-x_b+Kx_b)$, and therefore

$$\frac{Kx_b}{x_g}=\frac{1-x_b}{1-x_g}. \tag{4}$$

For a dilute bulk the estimate is thus too large by the factor $1/(1-x_g)$. In the opposite limit, $Kx_b\gg1-x_b$, the boundary saturates at $x_g\to1$. The crossover, $x_g=1/2$, lies at $Kx_b=1-x_b$, or $x_b=1/(1+K)$.

Consider round model parameters: $\Delta E=-0.40$ eV, $\Delta S=0$, $T=600$ K and $x_b=0.001$. Then $kT=0.05170$ eV, $-\Delta E/kT=7.736$ and $K=2290$. The right-hand side of (1) is $2290\times0.001/0.999=2.292$, so

$$x_g=\frac{2.292}{1+2.292}=0.696 .$$

One bulk site in a thousand holds a solute atom, but about seven boundary sites in ten do. Varying the bulk concentration alone gives

| $x_b$ | $x_g$ | $Kx_b$ |
|---|---|---|
| $10^{-5}$ | 0.0224 | 0.0229 |
| $10^{-4}$ | 0.186 | 0.229 |
| $10^{-3}$ | 0.696 | 2.29 |
| $10^{-2}$ | 0.959 | 22.9 |
| $10^{-1}$ | 0.996 | 229 |

The dilute form is good to about two per cent in the first row and is no longer a possible occupancy in the third. Half occupancy falls between the second and third rows, at $x_b=4.4\times10^{-4}$. The enrichment ratio $x_g/x_b$ is about 2240 in the first row and about 10 in the last, although $K$ is the same throughout. For a dilute bulk, the enrichment ratio therefore measures $K$ only while the boundary is nearly empty.

The sensitivity to each variable is easiest to find from the logarithm of (1),

$$\ln\frac{x_g}{1-x_g}=\ln\frac{x_b}{1-x_b}-\frac{\Delta E}{kT}+\frac{\Delta S}{k}. \tag{5}$$

The derivative of the left-hand side with respect to $x_g$ is $1/x_g+1/(1-x_g)=1/[x_g(1-x_g)]$. Differentiating (5) with respect to one variable at a time, with the others fixed, gives

$$\frac{\partial x_g}{\partial\ln[x_b/(1-x_b)]}=x_g(1-x_g),\qquad
\frac{\partial x_g}{\partial\Delta E}=-\frac{x_g(1-x_g)}{kT},\qquad
\frac{\partial x_g}{\partial T}=x_g(1-x_g)\frac{\Delta E}{kT^2}. \tag{6}$$

All three share the factor $x_g(1-x_g)$, which is largest, $1/4$, at half occupancy and vanishes for an empty or a full boundary. In the example it is 0.2115, and the second derivative in (6) is $-0.2115/0.05170=-4.09$ per eV. An error of 0.01 eV in the segregation energy thus shifts the occupancy by about 0.04.

The same factor measures fluctuations. Hold $N_g$ fixed and let the bulk grow at constant $x_b$. Moving one more solute from bulk to boundary changes the number of bulk arrangements by the factor

$$\binom{N_b}{n-m-1}\bigg/\binom{N_b}{n-m}=\frac{n-m}{N_b-n+m+1}\;\to\;\frac{x_b}{1-x_b},$$

where $m$ is the number of solutes already in the boundary. Each boundary arrangement with $m$ solutes therefore has weight $[Kx_b/(1-x_b)]^m$. This is a product over sites, so the sites are independent, and the variance of the boundary solute number is $N_gx_g(1-x_g)$. At a given temperature, the response to the segregation energy and to the logarithm of the bulk odds is therefore strongest where the occupancy fluctuates most. The slope against $x_b$ itself behaves differently: by (3) it is $K/(1-x_b+Kx_b)^2$, which for $K>1$ is largest when the boundary is empty.

The dependence on segregation energy, at 600 K and $x_b=0.001$, is

| $\Delta E$ (eV) | $x_g$ |
|---|---|
| $+0.10$ | 0.00014 |
| 0 | 0.0010 |
| $-0.20$ | 0.046 |
| $-0.30$ | 0.249 |
| $-0.40$ | 0.696 |
| $-0.50$ | 0.941 |
| $-0.60$ | 0.991 |

With $\Delta S=0$, a positive energy depletes the boundary and zero energy leaves it at the bulk composition. The occupancy passes one half where $\Delta F=kT\ln[x_b/(1-x_b)]$. For $\Delta S=0$ this is

$$\Delta E_{1/2}=0.05170\ \text{eV}\times\ln\frac{0.001}{0.999}=-0.357\ \text{eV}=-0.0262\ \text{Ry}.$$

To fill half the boundary, the segregation energy must therefore do more than be negative. It must outweigh the configurational entropy that a solute gives up by leaving the many bulk sites, and that cost grows as the bulk becomes more dilute. The transition has a definite width. Between 10% and 90% occupancy the boundary odds $x_g/(1-x_g)$ rise from $1/9$ to $9$, a factor of 81. By (1) this takes a factor of 81 in the bulk odds at fixed $K$, or, at fixed $x_b$, an energy change of $kT\ln81=2kT\ln9=0.227$ eV at 600 K.

Temperature acts through $K$. For $\Delta E<0$ and fixed $x_b$, the last derivative in (6) is negative, so heating lowers the occupancy, which for $\Delta S=0$ falls towards the bulk value $x_b$. With $\Delta E=-0.40$ eV and $x_b=0.001$ the occupancy is 0.991 at 400 K, 0.696 at 600 K, 0.249 at 800 K and 0.094 at 1000 K. The values at 400 K and 800 K also appear in the energy table, at $-0.60$ and $-0.30$ eV, because for $\Delta S=0$ only the ratio $\Delta E/T$ enters. Setting $\Delta E-T\Delta S=kT\ln[x_b/(1-x_b)]$ and solving for $T$ gives the half-occupancy temperature,

$$T_{1/2}=\frac{\Delta E}{\Delta S+k\ln[x_b/(1-x_b)]},$$

which exists when the right-hand side is positive. It is 672 K for $\Delta S=0$ and 786 K for $\Delta S=+k$. An exchange entropy of one $k$ multiplies $K$ by $e$ at every temperature, and here it moves the crossover by more than 100 K.

So far $x_b$ has been given. In a fine-grained metal what is given is the overall solute fraction $c_0$, and the boundaries may take up enough solute to lower $x_b$. Let $\phi=N_g/(N_g+N_b)$ be the fraction of sites in boundaries. Conservation of solute reads

$$c_0=\phi x_g+(1-\phi)x_b. \tag{7}$$

The boundary is no longer small compared with the solute supply, so the step from (2) to (1) needs a new justification. Summing (2) over both $i$ and $j$ for equivalent boundary sites gives $\langle m(N_b-n+m)\rangle=K\langle(N_g-m)(n-m)\rangle$, where $m$ is again the boundary solute number. With mean $\bar m$ and variance $V$, $\langle m^2\rangle=\bar m^2+V$, and hence

$$\bar m(N_b-n+\bar m)-K(N_g-\bar m)(n-\bar m)=(K-1)V .$$

Setting the left-hand side to zero gives (1) with mean occupancies. Its terms grow as the square of the system size. The weight of $m$ is $\binom{N_g}{m}\binom{N_b}{n-m}K^m$, and by Stirling's formula the second derivative of its logarithm is

$$-\frac1m-\frac1{N_g-m}-\frac1{n-m}-\frac1{N_b-n+m}\;\le\;-\frac{N_g}{m(N_g-m)}\;\le\;-\frac4{N_g}.$$

The distribution is thus no broader than a Gaussian of variance $N_g/4$ at large size, so $V$ grows at most linearly. The correction to (1) is of relative order one over the number of sites and vanishes for a macroscopic sample.

From (7), $x_b=(c_0-\phi x_g)/(1-\phi)$ and $1-x_b=(1-\phi-c_0+\phi x_g)/(1-\phi)$. Inserting both in (1), the factors $1-\phi$ cancel:

$$x_g(1-\phi-c_0+\phi x_g)=K(1-x_g)(c_0-\phi x_g).$$

Expanding and collecting powers of $x_g$,

$$\phi(K-1)x_g^2-Bx_g+Kc_0=0,\qquad B=1+(K-1)(c_0+\phi). \tag{8}$$

At $x_g=0$ the left-hand side of (8) is $Kc_0>0$, and at $x_g=1$ it is $c_0-1<0$. A root therefore lies between 0 and 1. For $K>1$ the parabola opens upwards, so the other root exceeds one and the smaller root is the physical one. Multiplying the numerator and denominator of the usual formula by $B+\sqrt{B^2-4\phi(K-1)Kc_0}$ gives

$$x_g=\frac{2Kc_0}{B+\sqrt{B^2-4\phi(K-1)Kc_0}}. \tag{9}$$

For $K<1$ the product of the roots is negative and (9) is the positive one; for $K=1$ it gives $x_g=c_0$.

Two limits show what (9) contains. As $\phi\to0$ it becomes $Kc_0/[1+(K-1)c_0]$, which is (3) with $x_b=c_0$. As $K\to\infty$, $B\to K(c_0+\phi)$ and the square root tends to $K|c_0-\phi|$, so

$$x_g\to\frac{2c_0}{c_0+\phi+|c_0-\phi|}=\min\!\left(1,\frac{c_0}{\phi}\right).$$

Strong binding fills the boundary if there is enough solute; otherwise all the solute goes there and the occupancy is set by supply alone.

To connect $\phi$ with grain size, take cubic grains repeating with period $d$, separated by boundaries of width $\delta$ with the same site density as the bulk. The interior of each cell is a cube of edge $d-\delta$, so $\phi=1-(1-\delta/d)^3\approx3\delta/d$ for $\delta\ll d$. With $\delta=0.5$ nm, $c_0=0.001$, $\Delta E=-0.40$ eV and 600 K, (9) and (7) give

| $d$ (nm) | $x_g$ | $x_b$ | solute in boundaries |
|---|---|---|---|
| 30 | 0.020 | $9.0\times10^{-6}$ | 99% |
| 300 | 0.181 | $9.7\times10^{-5}$ | 90% |
| 3000 | 0.614 | $6.9\times10^{-4}$ | 31% |
| 30000 | 0.689 | $9.7\times10^{-4}$ | 3% |

The last column is $\phi x_g/c_0$. For 30 nm grains $\phi=0.049$, and the supply limit $c_0/\phi=0.020$ is already reached to the digits shown. The boundaries hold nearly all the solute and are still almost empty. Equation (1) has not failed; the interior has been drained to less than a hundredth of the overall concentration. Using $c_0$ in place of $x_b$ would give 0.696, about 35 times the value from (9). By (7), that replacement is safe when $\phi\ll1$ and $\phi x_g\ll c_0$; the second condition here requires $\phi\ll0.001/0.696=0.0014$, or grains much larger than about 1 µm.

Real boundaries also offer sites of different kinds. The derivation already covers this case: each site obeys $x_i/(1-x_i)=K_ix_b/(1-x_b)$ with its own $K_i$ and the common $x_b$. The mean occupancy, however, does not follow (1) with a constant energy. Suppose half the sites have $-0.60$ eV and half $-0.20$ eV. At 600 K and $x_b=0.001$ their occupancies are 0.991 and 0.046, with mean 0.518. Solving (1) for the single energy that reproduces this mean gives $-0.361$ eV. The same procedure gives $-0.468$ eV at $x_b=10^{-4}$ and $-0.240$ eV at $x_b=0.1$. The strong sites fill first, and once they are nearly full a further rise in the mean comes from the weak ones. A fitted segregation energy that changes with concentration can therefore arise without any interaction between solutes.

Interactions between solutes do invalidate (1), because the weight ratio in (2) then depends on the surrounding atoms. Let each boundary site have $z$ boundary neighbours and let each neighbouring pair of boundary solutes add an energy $w$. Solutes in the bulk are assumed not to interact, either with each other or with those in the boundary. In a mean-field treatment, a solute entering the boundary meets $zx_g$ solute neighbours on average, so $\Delta E$ is replaced by $\Delta E+zwx_g$ in (5). Differentiating with respect to $\lambda=\ln[x_b/(1-x_b)]$,

$$\frac{1}{x_g(1-x_g)}\frac{\partial x_g}{\partial\lambda}=1-\frac{zw}{kT}\frac{\partial x_g}{\partial\lambda}
\quad\Rightarrow\quad
\frac{\partial x_g}{\partial\lambda}=\frac{x_g(1-x_g)}{1+(zw/kT)\,x_g(1-x_g)},$$

valid while the denominator is positive. In this mean-field treatment attraction, $w<0$, makes the isotherm steeper than (6), and repulsion makes it flatter. The size of the effect can be found without the mean-field step for a ring of 12 boundary sites, by summing over all $2^{12}$ arrangements in contact with a large bulk. At 600 K the slope at half occupancy is 1.62 times the non-interacting value $1/4$ for $w=-0.05$ eV, and 0.62 times that value for $w=+0.05$ eV; the mean-field formula with $z=2$ gives 1.94 and 0.67. A ring has only $z=2$, whereas a real boundary is planar, and there the same $w$ acts more strongly: on a square lattice of boundary sites ($z=4$) the factors are about 4.0 and 0.44, and on a triangular lattice ($z=6$) they are above 30 and about 0.37. A pair energy about equal to $kT$ is thus enough to alter the isotherm markedly, and within this model (1) is reliable when $z|w|\ll kT$. For repulsion it also holds when boundary solutes are so sparse that $zx_g\ll1$, since a site then rarely has an occupied neighbour. Under strong attraction a low occupancy alone is not enough, because the solutes cluster. In a concentrated bulk, interactions between the bulk solutes can also invalidate (1), even when the boundary is nearly empty.

All numerical values are calculated from the stated model.
